# Axial and Transverse Thermal Stress in a Long Matched Via

A metal-filled hole through a chip cools together with the solid around it. The metal contracts more, but it is bonded to the wall and cannot take up its free size. Along its length it is held by a wafer of much larger cross-section; across its width it can pull the wall inward. How do the axial and transverse stresses compare, and which part of them drives plastic yield?

## Assumptions and conventions

A circular via of radius $a$ lies in a matrix of outer radius $b\gg a$.

1. Both solids are linear elastic and isotropic, with small strains.
2. The bond is perfect: displacement and traction are continuous at the wall.
3. The temperature changes uniformly by $\Delta T$ from a stress-free state.
4. The section considered is far from both ends, and the outer side of the matrix is free.

Subscripts $v$ and $m$ denote via and matrix. Tension is positive. Strains are measured from the matrix after its own free thermal contraction, so the only thermal quantity left is the misfit strain of the via,

$$e=(\alpha_v-\alpha_m)\Delta T ,\qquad e\neq0,$$

where $\alpha$ is the linear expansion coefficient. Cooling a via with the larger $\alpha$ gives $e<0$. Each solid has Lamé constants $\lambda,\mu$, where $\mu$ is the shear modulus, and bulk modulus $K$ with $3K=3\lambda+2\mu$. No constant of nature enters, so the algebra holds unchanged in atomic units.

Stress comes from the part of the strain that is not free expansion, $\varepsilon_{ij}-e\,\delta_{ij}$. Its trace is $\mathrm{tr}\,\varepsilon-3e$, so in the via

$$\sigma_{ij}=\lambda_v(\mathrm{tr}\,\varepsilon-3e)\delta_{ij}+2\mu_v(\varepsilon_{ij}-e\,\delta_{ij})
=\lambda_v\,\mathrm{tr}\,\varepsilon\,\delta_{ij}+2\mu_v\varepsilon_{ij}-3K_ve\,\delta_{ij}. \tag{1}$$

In the matrix the same law holds with $e=0$.

## The theorem

**Theorem.** In the limit $b/a\to\infty$ the stress in the via is uniform. Its radial and hoop components share one value $s_t$, and its axial component $s_z$ obeys

$$\frac{s_z}{s_t}=1+\frac{\mu_v}{\mu_m},\qquad \frac{\sigma_{\rm vM}}{|s_t|}=\frac{\mu_v}{\mu_m}, \tag{2}$$

where $\sigma_{\rm vM}$ is the von Mises stress. If both solids have the same Young modulus $E$ and Poisson ratio $\nu$, then

$$s_t=-\frac{Ee}{2(1-\nu)},\qquad s_z=-\frac{Ee}{1-\nu}=2s_t,\qquad \sigma_{\rm vM}=|s_t|. \tag{3}$$

**Lemma 1 (no axial strain).** Far from the ends $\varepsilon_z$ is the same at every radius, and it vanishes as $b/a\to\infty$.

*Proof.* Far from the ends the strains do not depend on $z$. Since $\varepsilon_\theta=u_r/r$, neither does $u_r$. Put $z=0$ at mid-depth, where $u_z=0$ by symmetry; then $\varepsilon_z=g(r)$ gives $u_z=g(r)z$. The shear strain is $\varepsilon_{rz}=\tfrac12(\partial_zu_r+\partial_ru_z)=\tfrac12g'(r)z$. It too must be independent of $z$, so $g'=0$ and $\varepsilon_z$ is constant.

No net axial force acts on the section. The via carries a force $\pi a^2s_z$, which the matrix must balance over an area $\pi(b^2-a^2)$. The mean axial stress in the matrix is therefore of order $s_za^2/b^2$. With free sides, that stress equals $E_m\varepsilon_z$ up to terms of the same order, which come from the decaying field of the via. Hence $\varepsilon_z$ is of order $a^2/b^2$ and vanishes in the limit. $\square$

**Lemma 2 (radial displacement).** In the limit, $u=Ar$ in the via and $u=Aa^2/r$ in the matrix, with one constant $A$.

*Proof.* The strains are $\varepsilon_r=u'$ and $\varepsilon_\theta=u/r$. Radial equilibrium is $\sigma_r'+(\sigma_r-\sigma_\theta)/r=0$. Within each solid the misfit term of (1) is constant and cancels from both parts, leaving

$$\lambda\Big(u'+\frac ur\Big)'+2\mu u''+\frac{2\mu}{r}\Big(u'-\frac ur\Big)=0 .$$

Because $(u'+u/r)'=u''+u'/r-u/r^2$, the last two terms equal $2\mu(u'+u/r)'$. The equation becomes

$$(\lambda+2\mu)\Big(u'+\frac ur\Big)'=0 .$$

So $u'+u/r=2C$ with $C$ constant. This is $(ru)'=2Cr$, and integration gives $u=Cr+D/r$. On the axis $u$ must be finite, so $D=0$ in the via; call its remaining constant $A$. In the large matrix the strain must vanish far away, so $C=0$ there. Continuity at the wall requires $Aa=D/a$, hence $D=Aa^2$. $\square$

**Lemma 3 (response of the matrix).** The matrix stresses are

$$\sigma_r=-2\mu_mA\frac{a^2}{r^2},\qquad \sigma_\theta=+2\mu_mA\frac{a^2}{r^2},\qquad \sigma_z=0. \tag{4}$$

*Proof.* Lemma 2 gives $\varepsilon_r=-Aa^2/r^2$ and $\varepsilon_\theta=+Aa^2/r^2$. Their sum is zero and $\varepsilon_z=0$, so the trace vanishes. Hooke's law reduces to $\sigma_{ij}=2\mu_m\varepsilon_{ij}$. $\square$

The matrix changes shape around the via without changing volume. For this reason its shear modulus is the one matrix constant that enters.

*Proof of the theorem.* In the via $\varepsilon_r=\varepsilon_\theta=A$ and $\varepsilon_z=0$. Equation (1) gives

$$s_t=2(\lambda_v+\mu_v)A-3K_ve,\qquad s_z=2\lambda_vA-3K_ve. \tag{5}$$

Both are uniform. Subtraction removes the misfit term and $\lambda_v$:

$$s_z-s_t=-2\mu_vA .$$

Continuity of radial traction, with (4) at $r=a$, gives

$$s_t=-2\mu_mA .$$

Equating this to the first part of (5) fixes the constant:

$$A=\frac{3K_ve}{2(\lambda_v+\mu_v+\mu_m)} . \tag{6}$$

It is nonzero, so division is allowed: $(s_z-s_t)/s_t=\mu_v/\mu_m$, the first part of (2). For principal stresses $\sigma_1,\sigma_2,\sigma_3$,

$$\sigma_{\rm vM}^2=\tfrac12\big[(\sigma_1-\sigma_2)^2+(\sigma_2-\sigma_3)^2+(\sigma_3-\sigma_1)^2\big].$$

With two of them equal to $s_t$, the bracket is $2(s_z-s_t)^2$. Thus $\sigma_{\rm vM}=|s_z-s_t|$, which gives the second part of (2).

For equal constants use

$$3K=\frac{E}{1-2\nu},\qquad \mu=\frac{E}{2(1+\nu)},\qquad \lambda+2\mu=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)} .$$

Equation (6) then becomes

$$A=\frac{3Ke}{2(\lambda+2\mu)}=\frac{(1+\nu)e}{2(1-\nu)},$$

and $s_t=-2\mu A=-EA/(1+\nu)$ is the value in (3). The rest follows from (2) with $\mu_v=\mu_m$. $\square$

**Remark 1 (what must match).** The factor 2 needs equal shear moduli; the Poisson ratios may differ. A finite-element calculation with $E_v=140$ GPa, $\nu_v=0.40$, $E_m=120$ GPa and $\nu_m=0.20$, so that both shear moduli are 50 GPa, gave a ratio of 2.0001. With $E_v=60$ GPa, $\nu_v=0.40$, $E_m=180$ GPa and $\nu_m=0.20$, the moduli are 21.43 and 75 GPa. Equation (2) predicts $1+21.43/75=1.2857$, and the calculation gave 1.2857.

**Remark 2 (two limits).** If $\mu_m/\mu_v\to\infty$, the wall cannot move. Then $A\to0$ and $s_t=s_z=-3K_ve$: the stress may be large, but it is hydrostatic and the von Mises stress vanishes. If $\mu_m/\mu_v\to0$, with $b\to\infty$ taken first so that $\varepsilon_z$ stays zero, the wall follows the via freely. Then $s_t\to0$, and (5) with (6) gives

$$s_z\to3K_ve\Big(\frac{\lambda_v}{\lambda_v+\mu_v}-1\Big)=-\frac{3K_v\mu_v}{\lambda_v+\mu_v}\,e=-E_ve .$$

This is the stress of a bar held at fixed length. The matched via lies between the two limits.

**Remark 3 (the matrix).** At the wall the matrix has principal stresses $s_t,-s_t,0$. Its von Mises stress is therefore $\sqrt{(4+1+1)/2}\,|s_t|=\sqrt3\,|s_t|$. In the matched case this exceeds the value in the via, so the theorem's von Mises statement concerns the via alone. In a brittle matrix the tensile component is more relevant: after cooling with $e<0$ it is the radial stress, which pulls on the bond. It falls as $a^2/r^2$.

## A matrix of finite radius

**Proposition.** Let the matched matrix have finite radius $b$, a free side and no net axial force. Far from the ends, all stresses in the via are those of (3) multiplied by $1-a^2/b^2$.

*Proof.* Write $f=a^2/b^2$ and start from the solution for infinite $b$. By (4), it has radial traction $fs_t$ at $r=b$. It also carries the axial force $\pi a^2s_z$, all of it in the via. Add the uniform stress

$$\sigma_r=\sigma_\theta=-fs_t,\qquad \sigma_z=-fs_z .$$

A uniform stress is in equilibrium. Since the elastic constants are equal, it produces one uniform strain in both solids and leaves the bond continuous. It removes the side traction, and its axial force $-\pi b^2fs_z=-\pi a^2s_z$ cancels that of the via. The sums in the via are $(1-f)s_t$ and $(1-f)s_z$. $\square$

The ratio 2 thus survives a finite matrix, while the magnitudes fall.

## Worked example

Take round parameters in the regime of a copper-filled via in silicon: $E=130$ GPa, $\nu=0.30$, an expansion mismatch of 14 ppm/K and $a=2500$ nm. The assembly is assumed stress-free at 398 K and cools by 100 K. Then

$$e=14\times10^{-6}\times(-100)=-0.0014,\qquad A=\frac{1.3\times(-0.0014)}{2\times0.7}=-0.0013 .$$

The wall moves by $Aa=-3.25$ nm, that is, inward. The stresses are

$$s_t=\frac{130\ \mathrm{GPa}\times0.0014}{2\times0.7}=130\ \mathrm{MPa},\qquad s_z=260\ \mathrm{MPa},\qquad \sigma_{\rm vM}=130\ \mathrm{MPa}.$$

As energy densities, the transverse and von Mises values are 0.000811 eV/Å$^3$ and the axial value is 0.001623 eV/Å$^3$. The finite-element calculation for a long via gave 130.01 MPa transverse and 260.01 MPa axial. At the wall the matrix reaches a von Mises stress of 225 MPa. With $b=2a$ the proposition predicts $\tfrac34\times130=97.5$ MPa and $\tfrac34\times260=195$ MPa; the calculation gave 97.51 and 195.00 MPa.

The strains also show how the transverse tension is made up. Across its width the via contracts by 0.0013 of the 0.0014 it would take up freely, so its transverse elastic strain is 0.0001. Along its axis the elastic strain is the full 0.0014. Here $\lambda=75$ GPa and $\mu=50$ GPa, and the transverse stress divides into

$$2(\lambda+\mu)\times0.0001+\lambda\times0.0014=25\ \mathrm{MPa}+105\ \mathrm{MPa}.$$

This is a split by strain component, not by cause. To see what the axial hold contributes, let the via slide freely along the wall, so that $s_z=0$. Then $s_t=E(A-e)/(1-\nu)$ in the via and $s_t=-EA/(1+\nu)$ at the wall. Together they give $A=(1+\nu)e/2$ and $s_t=-Ee/2=91$ MPa. Most of the transverse tension therefore comes from the misfit across the width. Holding the length adds the other 39 MPa, because axially stretched metal tends to narrow further and the wall resists.

## Where a long via stops being long

At a free face the axial traction is zero, so (3) must fail there. For a matched wafer the correction is the field produced by pressing on both via ends with a pressure $s_z$, which cancels the traction left by the long solution. The load on each end is $F=\pi a^2s_z$. At mid-depth, a distance $h\gg a$ from either face in a much wider wafer, $h$ is the one length that matters. The added stress must then scale as $F/h^2$, and the relative error as $(a/h)^2$.

This was computed for a matched disc of radius $40a$ with free outer faces, near the via axis. For a thickness of 50000 nm ($h=10a$), the mid-depth stresses are 131.0 MPa transverse, 253.5 MPa axial and 122.5 MPa von Mises. The last is 5.8% below the long-via value. Its relative error exceeds the 2.5% of the axial stress: the axial fall of 6.5 MPa and the transverse rise of 1.0 MPa add up in the difference, which is compared with 130 MPa instead of 260 MPa. Doubling the thickness at fixed $a$ and disc radius reduces the error to 1.5%, close to the factor of four expected for a much wider wafer, although the disc is then only twice as wide as it is thick. These mesh values are good to about 0.2 MPa: the exact solution for a laterally unbounded layer gives 130.8, 253.4 and 122.5 MPa at $h=10a$, and errors of 5.7% and 1.45% for the two thicknesses.

The axial stress reaches 90% of its long-via value at a depth of about 9300 nm, or 3.7 via radii. At a depth of 125 nm the computed value is $-0.2$ MPa, which is zero within the accuracy of the mesh, while the transverse stress is about $-60$ MPa. The transverse stress has changed sign: pressing on the end adds about $-190$ MPa to the 130 MPa of the long solution. The theorem therefore gives no guidance for the metal just below a free face.

## Copper in silicon

**Proposition.** Let the matrix be cubic, with stiffnesses $C_{11},C_{12},C_{44}$, and let the isotropic via lie along a cube axis. The ratios (2) and the constant (6) hold with $\mu_m$ replaced by

$$\mu_{\rm eff}=\frac1g-\frac{C_{11}+C_{12}}2,\qquad g=\big\langle \mathbf n\cdot M(\mathbf n)^{-1}\mathbf n\big\rangle , \tag{7}$$

where the average runs over unit vectors $\mathbf n$ in the plane across the via and

$$M=\begin{pmatrix}C_{11}n_1^2+C_{44}n_2^2&(C_{12}+C_{44})n_1n_2\\(C_{12}+C_{44})n_1n_2&C_{44}n_1^2+C_{11}n_2^2\end{pmatrix}.$$

*Proof.* Fill the hole with matrix material carrying an extra in-plane stress $\tau\delta_{ij}$. Let $\chi$ be 1 in the disc and 0 outside. For a Fourier component of wavevector $k\mathbf n$, equilibrium reads $-k^2M\hat{\mathbf u}+ik\mathbf n\,\tau\hat\chi=0$. Hence $\hat{\mathbf u}=i\tau\hat\chi M^{-1}\mathbf n/k$, and the strain component is $-\tau\hat\chi$ times the symmetric part of $\mathbf n\otimes M^{-1}\mathbf n$. This factor depends on direction alone.

Collect all $k$ for one direction. Since the disc is round, the result is $\chi(\mathbf x)=\langle h(\mathbf n\cdot\mathbf x)\rangle$ with one even function $h$. At a distance $r<a$ from the axis the average is 1. With $s=\mathbf n\cdot\mathbf x$ this reads

$$\frac2\pi\int_0^r\frac{h(s)\,ds}{\sqrt{r^2-s^2}}=1 .$$

Multiply by $r/\sqrt{t^2-r^2}$ and integrate over $r$ from 0 to $t<a$. The right side gives $t$. On the left, exchange the order of integration and use $\int_s^t r\,dr/\sqrt{(r^2-s^2)(t^2-r^2)}=\pi/2$; this gives $\int_0^t h(s)\,ds$. The two are equal for every $t<a$, so $h=1$ there. The strain is $-\tau$ times the average of $h(\mathbf n\cdot\mathbf x)$ multiplied by the direction factor, and is therefore uniform in the disc. By fourfold symmetry it is $A\delta_{ij}$, and its trace gives $2A=-\tau g$. The total transverse stress is

$$(C_{11}+C_{12})A+\tau=\Big(C_{11}+C_{12}-\frac2g\Big)A=-2\mu_{\rm eff}A .$$

The outside field depends only on the wall displacement, so this is also the matrix response to the real via. It replaces $s_t=-2\mu_mA$ in the proof of the theorem. $\square$

For an isotropic matrix $M\mathbf n=(\lambda+2\mu)\mathbf n$, and (7) returns $\mu$.

Rough typical constants are $E=120$ GPa and $\nu=0.34$ for copper, and $C_{11},C_{12},C_{44}=166,64,80$ GPa for silicon. They give $\mu_v=44.8$ GPa and $\mu_{\rm eff}=63.3$ GPa, hence $s_z/s_t=1+44.8/63.3=1.71$. With $e$ unchanged, the long-via stresses are 164 MPa transverse, 279 MPa axial and 116 MPa von Mises. Relative to the matched model, these changes are $+26\%$, $+7\%$ and $-11\%$. Real copper and silicon thus break the assumption of equal shear moduli, and the factor 2 is an idealization for them. The value 1.71 also assumes isotropic copper, which fails when grains are comparable in size to the via. For a single crystal with $C_{11},C_{12},C_{44}\approx168,121,75$ GPa the ratio is 1.37 with $[001]$ along the via and 2.19 with $[111]$, and $|s_z-s_t|$ is 65 and 193 MPa. The assumed stress-free temperature is low if the metal was annealed well above it and has kept its residual stress.

Other departures were sized separately, each from the matched long via:

- An oxide liner 200 nm thick, with rough values $E=70$ GPa, $\nu=0.17$ and expansion 0.5 ppm/K against 2.6 ppm/K for silicon, gives 122.8 MPa transverse, 255.7 MPa axial and 132.9 MPa von Mises. Since $\sigma_{\rm vM}=2\mu_v|A|$ still holds inside the via, the 2% rise means that the wall moves inward by 2% more.
- For a square array of pitch 20000 nm, treating each cell as a concentric cylinder of equal area with a free side lowers the stresses by $\pi a^2/(20000\ \mathrm{nm})^2=4.9\%$. This estimate suits an array that fills a wafer with free edges; other layouts differ. At the centre of a block of vias much wider than the wafer is thick, but surrounded by plain wafer, the mid-depth changes from the long via are about $-1.5\%$ transverse, $-4.9\%$ axial and $-8.3\%$ von Mises for a thickness of $40a$. For a square block much narrower than the wafer is thick, (4) shows that neighbours add no axial stress, and their in-plane stresses cancel on the axis of the central via.
- Averaging rough expansion mismatches of 13.9 ppm/K at the cold end and 14.4 ppm/K at the hot end raises the stresses by about 1%.

Yield sets a further limit. By the von Mises criterion a metal yields when $\sigma_{\rm vM}$ reaches its yield stress. In the long section of the via it is therefore the difference $|s_z-s_t|$ that drives yield, and not the larger axial stress itself. For a rough copper yield stress of 200 MPa, the long section of the matched via reaches yield after cooling by $100\ \mathrm K\times200/130=154$ K. The yield stress of plated copper varies with its grain structure, so this is an order of size and not a design limit. Near a free face, shear at the via wall raises the von Mises stress above its long-via value, and yield can begin there after less cooling. In the matched wafer with $h=10a$ the von Mises stress at the wall reaches about 170 MPa within $0.05a$ of the face, so 200 MPa is reached after about 115 K. Beyond yield, linear elasticity fails and the stresses no longer grow in proportion to $\Delta T$. Creep, grain texture and residual process stress are not included in any of these values.

## Values computed for the example and the checks

```
Young modulus, matched model: 130 GPa
Poisson ratio, matched model: 0.30
Expansion mismatch: 14.0 ppm/K
Stress-free temperature: 398 K
Temperature change: -100 K
Final temperature: 298 K
Via radius: 2500 nm
Misfit strain: -0.001400 (dimensionless)
Wall strain A: -0.001300 (dimensionless)
Wall displacement: -3.250 nm
Transverse stress: 130.0 MPa
Axial stress: 260.0 MPa
Via von Mises stress: 130.0 MPa
Transverse stress: 0.000811 eV/angstrom^3
Axial stress: 0.001623 eV/angstrom^3
Via von Mises stress: 0.000811 eV/angstrom^3
FE transverse stress: 130.01 MPa
FE axial stress: 260.01 MPa
FE via von Mises: 130.00 MPa
Matrix wall von Mises: 225.2 MPa
FE ratio, strong mismatch: 1.2857
FE ratio, equal shear only: 2.0001
FE b=2a transverse stress: 97.51 MPa
FE b=2a axial stress: 195.00 MPa
Rough copper Young modulus: 120 GPa
Rough copper Poisson ratio: 0.34
Rough silicon C11, C12, C44: 166, 64, 80 GPa
Copper shear modulus: 44.78 GPa
Effective silicon wall shear: 63.30 GPa
Copper/silicon transverse stress: 163.5 MPa
Copper/silicon axial stress: 279.2 MPa
Copper/silicon von Mises: 115.7 MPa
Copper/silicon axial ratio: 1.707
Wafer thickness: 50000 nm
Wafer mid-depth transverse: 131.0 MPa
Wafer mid-depth axial: 253.5 MPa
Wafer mid-depth von Mises: 122.5 MPa
Mid-depth von Mises error: 5.76 %
Same error, double thickness: 1.49 %
Depth for 90% long axial stress: about 9688 nm
Near-face sample depth: 125 nm
Near-face transverse stress: -60.9 MPa
Near-face axial stress: -0.2 MPa
Oxide liner thickness: 200 nm
Rough liner E: 70 GPa; nu: 0.17
Rough liner expansion: 0.5 ppm/K
Lined via transverse stress: 122.8 MPa
Lined via axial stress: 255.7 MPa
Lined via von Mises: 132.9 MPa
Via pitch: 20000 nm
Neighbour stress reduction: 4.91 %
Rough cold mismatch: 13.9 ppm/K
Rough hot mismatch: 14.4 ppm/K
Mean-expansion stress shift: 1.07 %
Rough copper yield stress: 200 MPa
Matched-model cooling to yield: 154 K
```
